# Charge-Noise Broadening and Dipole Moments of the Silicon Vacancy in SiC: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test: the charge-noise width of the silicon-vacancy line in SiC
is |mu_e - mu_g| * sigma_F / h.  In a model of one minority-spin electron on
four carbon dangling bonds the rigid-lattice difference is large (2L/3 times e),
and coupling to e-type vibrations reduces it by K = exp(-3 E_JT / (2 hw)).
Symbols: L lever arm of a dangling orbital (angstrom), t hopping (eV),
eps axial-site energy (eV), E_JT Jahn-Teller energy (eV), hw phonon energy (eV),
z electron position along the axis from vacancy to axial carbon, mu = -e z,
sigma_F rms axial field of fluctuating traps.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, null_space
from pyscf import gto, scf

DEBYE = 1e-21 / sc.c                       # C m
D_PER_EA = sc.e * 1e-10 / DEBYE            # debye per e*angstrom
GHZ_PER_EA = sc.e * 1e-10 * 1e6 / sc.h / 1e9   # GHz/(MV/m) per e*angstrom
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
KB = sc.k / sc.e

signs = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
unit = signs / np.sqrt(3)
axis = unit[0]
across = np.array([1, -1, 0]) / np.sqrt(2)

# ---------- orbital lever arm from a small molecular cluster ----------
bond, ch_bond = 1.89, 1.09
atoms = []
for u in unit:
    carbon = bond * u
    atoms.append(("C", carbon))
    for v in -unit:                         # bond directions seen from a carbon
        if np.dot(u, v) > -0.9:
            atoms.append(("H", carbon + ch_bond * v))
mol = gto.M(atom=atoms, basis="6-31g*", spin=4, charge=0, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-10
mf.max_cycle = 100
mf.kernel()
assert mf.converged
somo = mf.mo_coeff[:, np.isclose(mf.mo_occ, 1)]
assert somo.shape[1] == 4
r_ao = mol.intor("int1e_r") * BOHR
z_so = somo.T @ np.einsum("x,xij->ij", axis, r_ao) @ somo
sym_ao = np.array([1.0 if (lab[1] == "C" and lab[2] == "2s") else 0.0
                   for lab in mol.ao_labels(fmt=None)])
a1 = somo.T @ mol.intor("int1e_ovlp") @ sym_ao
a1 /= np.linalg.norm(a1)
triplet = null_space(a1[None, :])
z_a1 = a1 @ z_so @ a1
z_t2 = np.linalg.eigvalsh(triplet.T @ z_so @ triplet)
assert abs(z_a1) < 5e-3
assert z_t2[2] > 0 and np.allclose(z_t2[:2], -z_t2[2] / 2, atol=5e-3)
L = 1.5 * z_t2[2]

# ---------- rigid-lattice four-site model against many-electron states ------
t, eps = 0.37, -0.04
site_z = L * unit @ axis
site_x = L * unit @ across


def static_shift(e_ax, hop):
    s = e_ax + 2 * hop
    return 4 * L / 3 * s / np.sqrt(s**2 + 12 * hop**2)


def fock_quartets(e_ax, hop, U, V):
    """Quartets of five electrons, found in the S_z = 1/2 sector."""
    low = np.array([[0, 1], [0, 0]], float)
    par = np.diag([1.0, -1.0])
    ann = []
    for k in range(8):                      # 0-3 spin up, 4-7 spin down
        op = np.eye(1)
        for j in range(8):
            op = np.kron(op, par if j < k else low if j == k else np.eye(2))
        ann.append(op)
    num = [a.T @ a for a in ann]
    n_up = np.diag(sum(num[:4]))
    n_dn = np.diag(sum(num[4:]))
    keep = np.where((n_up == 3) & (n_dn == 2))[0]
    H = e_ax * (num[0] + num[4])
    for i in range(4):
        H = H + U * num[i] @ num[i + 4]
        for j in range(4):
            if i != j:
                H = H - hop * (ann[i].T @ ann[j] + ann[i + 4].T @ ann[j + 4])
            if i < j:
                H = H + V * (num[i] + num[i + 4]) @ (num[j] + num[j + 4])
    raise_s = sum(ann[i].T @ ann[i + 4] for i in range(4))
    S2 = raise_s.T @ raise_s + 0.75 * np.eye(256)   # valid where S_z = 1/2
    Z = sum(site_z[i] * (num[i] + num[i + 4]) for i in range(4))
    H, S2, Z = (M[np.ix_(keep, keep)] for M in (H, S2, Z))
    w, v = np.linalg.eigh(H - 100 * S2)
    v = v[:, :4]
    assert np.allclose(np.diag(v.T @ S2 @ v), 3.75, atol=1e-8)
    return w[:4] + 375, np.diag(v.T @ Z @ v)


for e_try in (-0.04, -0.3, -2 * t):
    en, zq = fock_quartets(e_try, t, 3.0, 0.8)
    gap = np.sqrt((e_try + 2 * t)**2 + 12 * t**2)
    assert abs(en[1] - en[0] - gap) < 1e-8
    assert abs(zq[1] - zq[0] - static_shift(e_try, t)) < 1e-7
balance_split = en[2] - en[1]               # last case: equal static moments
assert abs(balance_split - (3 - np.sqrt(3)) * t) < 1e-8

# ---------- electron coupled to the two e-type vibrations ----------
hw, E_JT = 0.035, 0.060


def vibronic(e_ax, ejt, F_ax=0.0, F_tr=0.0, n=14):
    """Fields in V/m. Returns ground, A, E, E energies and z of ground and A."""
    h_el = -t * (np.ones((4, 4)) - np.eye(4))
    h_el[0, 0] += e_ax
    h_el += np.diag(1e-10 * (F_ax * site_z + F_tr * site_x))
    a = np.diag(np.sqrt(np.arange(1, n)), 1)
    q, num, one = a + a.T, np.diag(np.arange(n)), np.eye(n)
    H = np.kron(h_el, np.eye(n * n))
    H += hw * np.kron(np.eye(4), np.kron(num, one) + np.kron(one, num))
    g = np.sqrt(ejt / hw)
    for k in range(3):
        orb = signs[:, k] / 2
        ang = 2 * np.pi * k / 3
        mode = np.cos(ang) * np.kron(q, one) + np.sin(ang) * np.kron(one, q)
        H += hw * g * np.kron(np.outer(orb, orb), mode)
    w, v = np.linalg.eigh(H)
    first = n * n                           # ground-state phonon ladder lies below
    assert w[first] - w[first - 1] > 0.1
    zz = np.repeat(site_z, n * n)
    return (np.array([w[0], w[first], w[first + 1], w[first + 2]]),
            v[:, 0]**2 @ zz, v[:, first]**2 @ zz)


K = np.exp(-1.5 * E_JT / hw)
for ej in (0.02, E_JT):                     # weak trigonal field isolates K
    k_formula = np.exp(-1.5 * ej / hw)
    w, zg, ze = vibronic(-1e-5, ej)
    assert abs((ze - zg) / (2 * L / 3 * k_formula) - 1) < 5e-3
    assert abs((w[2] - w[1]) / (0.75e-5 * k_formula) - 1) < 1e-2

w0, z_g, z_e = vibronic(eps, E_JT)
dz = z_e - z_g
assert abs(w0[3] - w0[2]) < 1e-9            # the upper excited level is a pair
_, zg_s, ze_s = vibronic(eps, E_JT, n=11)
assert abs((ze_s - zg_s) / dz - 1) < 2e-3
_, zg_rigid, ze_rigid = vibronic(eps, 0.0)
dz_rigid = ze_rigid - zg_rigid
assert abs(dz_rigid - static_shift(eps, t)) < 1e-6

# Stark response from energies in finite fields
field = 1e6


def line(F_ax=0.0, F_tr=0.0):
    en_f = vibronic(eps, E_JT, F_ax, F_tr)[0]
    return en_f[1] - en_f[0]


l0, lp, lm = line(), line(field), line(-field)
tp, tm = line(0, field), line(0, -field)
assert abs((lp - lm) / (2 * field * 1e-10) / dz - 1) < 2e-3
assert abs(tp - tm) < 1e-3 * abs(lp - lm)
quad_ax = (lp + lm - 2 * l0) / 2            # eV at 1 MV/m
quad_tr = (tp + tm - 2 * l0) / 2

scan = []
for ej in (0.0, 0.02, 0.04, 0.06, 0.08):
    w, zg, ze = vibronic(eps, ej)
    scan.append((ej, ze - zg, w[2] - w[1]))
assert all(scan[i + 1][1] < scan[i][1] for i in range(4))


# ---------- alternative: coupling to t2-type vibrations ----------
def t2_mode_factor(ejt, nmax=12):
    m = nmax + 1
    a = np.diag(np.sqrt(np.arange(1, m)), 1)
    occ = np.array(np.unravel_index(np.arange(m**3), (m, m, m)))
    states = occ[:, occ.sum(0) <= nmax].T
    q = (a + a.T) / np.sqrt(2)
    same = [states[:, None, i] == states[None, :, i] for i in range(3)]
    Q = [q[states[:, None, i], states[None, :, i]]
         * same[(i + 1) % 3] * same[(i + 2) % 3] for i in range(3)]
    V = np.sqrt(1.5 * ejt * hw)
    H = np.kron(np.eye(3), np.diag(hw * states.sum(1)))
    for i in range(3):
        M = np.zeros((3, 3))
        j, k = (i + 1) % 3, (i + 2) % 3
        M[j, k] = M[k, j] = 1
        H += V * np.kron(M, Q[i])
    w, v = eigh(H, subset_by_index=[0, 2])
    assert w[2] - w[0] < 1e-8
    D = np.kron(np.ones((3, 3)) - np.eye(3), np.eye(len(states)))
    d = np.linalg.eigvalsh(v.T @ D @ v)
    assert np.allclose(d[:2], -d[2] / 2, atol=1e-6)
    return d[2] / 2


K_t2 = t2_mode_factor(E_JT)
assert K_t2 > K

# ---------- field noise of random half-filled traps ----------
N_trap, r0, eps_r = 1e20, 50e-9, 9.7        # m^-3, m, relative permittivity
coul = sc.e / (4 * np.pi * sc.epsilon_0 * eps_r)


def sigma_field(r_max=np.inf):
    return np.sqrt(N_trap / 4 * coul**2 * 4 * np.pi / 3 * (1 / r0 - 1 / r_max))


rng = np.random.default_rng(7)
r_out, n_samples = 500e-9, 20000
counts = rng.poisson(N_trap * 4 * np.pi / 3 * (r_out**3 - r0**3), n_samples)
total = counts.sum()
r = np.cbrt(rng.uniform(r0**3, r_out**3, total))
f = coul * rng.choice([-0.5, 0.5], total) * rng.uniform(-1, 1, total) / r**2
F_samples = np.bincount(np.repeat(np.arange(n_samples), counts), f, n_samples)
sigma_mc = np.sqrt(np.mean(F_samples**2))
# the sampled variance has a statistical error of about two per cent
assert abs(sigma_mc / sigma_field(r_out) - 1) < 0.06
sigma_F = sigma_field()
sig_MV = sigma_F / 1e6
fwhm = 2 * np.sqrt(2 * np.log(2))
sig_nu = abs(dz) * GHZ_PER_EA * sig_MV * 1e3
sig_rigid = abs(dz_rigid) * GHZ_PER_EA * sig_MV * 1e3
tau = 6e-9
inside = N_trap * 4 * np.pi / 3 * r0**3
split = w0[2] - w0[1]
to_MHz = sc.e / sc.h / 1e6

print(f"carbon distance from vacancy (input): {bond:.2f} angstrom")
print(f"C-H distance in cluster (input): {ch_bond:.2f} angstrom")
print(f"cluster: electron z in t2 axial orbital: {z_t2[2]:.3f} angstrom")
print(f"cluster: electron z in a1 orbital: {abs(z_a1):.4f} angstrom")
print(f"effective lever arm L: {L:.3f} angstrom")
print(f"hopping t (input): {t:.2f} eV; axial energy eps: {eps:.2f} eV")
print(f"phonon hw (input): {hw*1e3:.0f} meV; E_JT: {E_JT*1e3:.0f} meV")
print(f"A-E splitting needed for static balance: {balance_split:.3f} eV")
print(f"vibronic factor K (e modes): {K:.4f}")
print(f"first-order displacement 2LK/3: {2*L*K/3:.4f} angstrom")
print(f"model zero-phonon energy: {l0:.3f} eV")
print(f"model excited A-E splitting: {split*1e3:.2f} meV")
print(f"ground electron displacement: {z_g:.4f} angstrom")
print(f"excited electron displacement: {z_e:.4f} angstrom")
print(f"ground moment: {-z_g*D_PER_EA:.3f} D")
print(f"excited moment: {-z_e*D_PER_EA:.3f} D")
print(f"moment difference: {-dz*D_PER_EA:.3f} D")
print(f"rigid ground moment: {-zg_rigid*D_PER_EA:.3f} D")
print(f"rigid excited moment: {-ze_rigid*D_PER_EA:.3f} D")
print(f"rigid-lattice moment difference: {-dz_rigid*D_PER_EA:.3f} D")
print(f"Stark slope size: {abs(dz)*GHZ_PER_EA:.2f} GHz/(MV/m)")
print(f"rigid Stark slope size: {abs(dz_rigid)*GHZ_PER_EA:.2f} GHz/(MV/m)")
print(f"reduction, rigid/vibronic: {dz_rigid/dz:.2f}")
for ej, d, s in scan:
    print(f"scan E_JT {ej*1e3:.0f} meV: difference {abs(d)*D_PER_EA:.3f} D, "
          f"splitting {s*1e3:.2f} meV")
print(f"trap density (input): {N_trap/1e6:.1e} cm^-3")
print(f"trap-free radius (input): {r0*1e9:.0f} nm; eps_r: {eps_r:.1f}")
print(f"rms axial field: {sig_MV:.5f} MV/m")
print(f"sampled/formula rms field: {sigma_mc/sigma_field(r_out):.3f}")
print(f"rms line shift: {sig_nu:.1f} MHz; rigid: {sig_rigid:.1f} MHz")
print(f"Gaussian FWHM: {fwhm*sig_nu:.1f} MHz; rigid: {fwhm*sig_rigid:.1f} MHz")
print(f"lifetime (input): {tau*1e9:.0f} ns; "
      f"natural FWHM: {1/(2*np.pi*tau)/1e6:.1f} MHz")
print(f"limit: factor K if t2 modes replace e modes: {K_t2:.3f}")
print(f"limit: spherical-cavity field factor: {3*eps_r/(2*eps_r+1):.2f}")
print(f"limit: axial quadratic shift at rms field: "
      f"{quad_ax*sig_MV**2*to_MHz:.2e} MHz")
print(f"limit: transverse quadratic shift at rms field: "
      f"{quad_tr*sig_MV**2*to_MHz:.2e} MHz")
for T in (5, 20):
    print(f"limit: E/A excited population ratio at {T} K: "
          f"{2*np.exp(-split/(KB*T)):.2e}")
print(f"limit: chance of a trap inside r0: {1-np.exp(-inside):.3f}")
print("checks complete")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 144, in <module>
    assert abs(w0[3] - w0[2]) < 1e-9            # the upper excited level is a pair
           ^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The two e-type vibrations were cut off separately at 14 levels each, a square cut that is not symmetric under the threefold rotation mixing the two modes. This artificially split the upper excited pair, by an amount I estimate at about 2e-9 eV, above the test limit of 1e-9 eV. The basis is now cut by the total number of phonons (at most 18), which keeps the rotation symmetry, and the convergence check compares this with a cut at 13. The physics, the tested quantities and all tolerances are unchanged.

The change:

```diff
@@ -110,23 +110,31 @@
 
 
-def vibronic(e_ax, ejt, F_ax=0.0, F_tr=0.0, n=14):
-    """Fields in V/m. Returns ground, A, E, E energies and z of ground and A."""
+def vibronic(e_ax, ejt, F_ax=0.0, F_tr=0.0, nmax=18):
+    """Fields in V/m. Returns ground, A, E, E energies and z of ground and A.
+    All phonon states with total number up to nmax are kept: this set is
+    closed under rotations of the two modes, so threefold symmetry is exact."""
     h_el = -t * (np.ones((4, 4)) - np.eye(4))
     h_el[0, 0] += e_ax
     h_el += np.diag(1e-10 * (F_ax * site_z + F_tr * site_x))
-    a = np.diag(np.sqrt(np.arange(1, n)), 1)
-    q, num, one = a + a.T, np.diag(np.arange(n)), np.eye(n)
-    H = np.kron(h_el, np.eye(n * n))
-    H += hw * np.kron(np.eye(4), np.kron(num, one) + np.kron(one, num))
+    m = nmax + 1
+    a = np.diag(np.sqrt(np.arange(1, m)), 1)
+    q, one = a + a.T, np.eye(m)
+    total_n = np.add.outer(np.arange(m), np.arange(m)).ravel()
+    kept = np.where(total_n <= nmax)[0]
+    q1 = np.kron(q, one)[np.ix_(kept, kept)]
+    q2 = np.kron(one, q)[np.ix_(kept, kept)]
+    n_ph = len(kept)
+    H = np.kron(h_el, np.eye(n_ph))
+    H += np.kron(np.eye(4), np.diag(hw * total_n[kept]))
     g = np.sqrt(ejt / hw)
     for k in range(3):
         orb = signs[:, k] / 2
         ang = 2 * np.pi * k / 3
-        mode = np.cos(ang) * np.kron(q, one) + np.sin(ang) * np.kron(one, q)
+        mode = np.cos(ang) * q1 + np.sin(ang) * q2
         H += hw * g * np.kron(np.outer(orb, orb), mode)
     w, v = np.linalg.eigh(H)
-    first = n * n                           # ground-state phonon ladder lies below
+    first = n_ph                            # ground-state phonon ladder lies below
     assert w[first] - w[first - 1] > 0.1
-    zz = np.repeat(site_z, n * n)
+    zz = np.repeat(site_z, n_ph)
     return (np.array([w[0], w[first], w[first + 1], w[first + 2]]),
             v[:, 0]**2 @ zz, v[:, first]**2 @ zz)
@@ -143,5 +151,5 @@
 dz = z_e - z_g
 assert abs(w0[3] - w0[2]) < 1e-9            # the upper excited level is a pair
-_, zg_s, ze_s = vibronic(eps, E_JT, n=11)
+_, zg_s, ze_s = vibronic(eps, E_JT, nmax=13)
 assert abs((ze_s - zg_s) / dz - 1) < 2e-3
 _, zg_rigid, ze_rigid = vibronic(eps, 0.0)
```

Output now:

```
carbon distance from vacancy (input): 1.89 angstrom
C-H distance in cluster (input): 1.09 angstrom
cluster: electron z in t2 axial orbital: 1.077 angstrom
cluster: electron z in a1 orbital: 0.0000 angstrom
effective lever arm L: 1.615 angstrom
hopping t (input): 0.37 eV; axial energy eps: -0.04 eV
phonon hw (input): 35 meV; E_JT: 60 meV
A-E splitting needed for static balance: 0.469 eV
vibronic factor K (e modes): 0.0764
first-order displacement 2LK/3: 0.0823 angstrom
model zero-phonon energy: 1.417 eV
model excited A-E splitting: 2.66 meV
ground electron displacement: 0.0223 angstrom
excited electron displacement: 0.2701 angstrom
ground moment: -0.107 D
excited moment: -1.297 D
moment difference: -1.190 D
rigid ground moment: -0.107 D
rigid excited moment: -5.064 D
rigid-lattice moment difference: -4.957 D
Stark slope size: 5.99 GHz/(MV/m)
rigid Stark slope size: 24.96 GHz/(MV/m)
reduction, rigid/vibronic: 4.17
scan E_JT 0 meV: difference 4.957 D, splitting 29.79 meV
scan E_JT 20 meV: difference 3.581 D, splitting 12.91 meV
scan E_JT 40 meV: difference 2.199 D, splitting 6.08 meV
scan E_JT 60 meV: difference 1.190 D, splitting 2.66 meV
scan E_JT 80 meV: difference 0.636 D, splitting 1.12 meV
trap density (input): 1.0e+14 cm^-3
trap-free radius (input): 50 nm; eps_r: 9.7
rms axial field: 0.00679 MV/m
sampled/formula rms field: 1.008
rms line shift: 40.7 MHz; rigid: 169.5 MHz
Gaussian FWHM: 95.8 MHz; rigid: 399.3 MHz
lifetime (input): 6 ns; natural FWHM: 26.5 MHz
limit: factor K if t2 modes replace e modes: 0.669
limit: spherical-cavity field factor: 1.43
limit: axial quadratic shift at rms field: -5.57e-04 MHz
limit: transverse quadratic shift at rms field: -9.19e-04 MHz
limit: E/A excited population ratio at 5 K: 4.19e-03
limit: E/A excited population ratio at 20 K: 4.28e-01
limit: chance of a trap inside r0: 0.051
checks complete
```
